# Why K-edge carriers are lighter in tungsten than molybdenum dichalcogenide monolayers

**Q:** I compare MoS₂ and WS₂ monolayers as channel materials. Their gaps and lattice constants are similar, yet band calculations give lighter carriers at K for the tungsten compound. I have been told that the hopping-to-gap ratio explains this. Which hopping, and which gap?

**A:** Near K, the conduction edge is mainly metal $d_{z^2}$, written $|0\rangle$. The valence edge is mainly $|+\rangle$, where

$$|\pm\rangle=\frac{d_{x^2-y^2}\pm i\,d_{xy}}{\sqrt2}.$$

The gap is the energy between these two states at K, for one spin. The "hopping" is the strength $t$ with which they mix as the wavevector leaves K.

To find $t$, place the metal atoms on a triangular lattice of constant $a$. The chalcogens enter through effective metal-metal hoppings. On the bond along $+x$, let $d_{z^2}$ couple to $d_{xy}$ with amplitude $t_1$ and to $d_{x^2-y^2}$ with $t_2$. The mirror $x\to-x$ reverses $d_{xy}$, so the bond along $-x$ has $-t_1$ and $t_2$.

The other bonds follow by 120° rotations. For a bond at angle $\theta$,

$$\langle0|H|+\rangle_\theta=e^{2i\theta}\,\frac{t_2+i s t_1}{\sqrt2},$$

with $s=+1$ for $\theta=0,120^\circ,240^\circ$ and $s=-1$ for the three opposite bonds.

Take $\mathbf K=(4\pi/3a,0)$ and $\mathbf k=\mathbf K+\mathbf q$. All bonds in one triad share the phase $e^{i\mathbf K\cdot\mathbf R}=e^{-2\pi i s/3}$. At $q=0$ the coupling vanishes, because $\sum e^{2i\theta}=0$ over a triad. For small $q$ we need the next term, $i\mathbf q\cdot\mathbf R$. With $q_\pm=q_x\pm iq_y$,

$$\mathbf q\cdot\mathbf R=\frac a2\left(q_-e^{i\theta}+q_+e^{-i\theta}\right).$$

Multiplied by $e^{2i\theta}$, the first part gives $\sum e^{3i\theta}=3s$ and the second gives $\sum e^{i\theta}=0$. Hence

$$h_{0+}=\frac{3iaq_-}{2\sqrt2}\sum_{s=\pm1}s(t_2+ist_1)e^{-2\pi is/3}.$$

The $t_2$ part of the sum is $-2it_2\sin120^\circ=-i\sqrt3\,t_2$. The $t_1$ part is $2it_1\cos120^\circ=-it_1$. Therefore

$$h_{0+}=a\,t\,q_-,\qquad t=\frac{3(\sqrt3\,t_2+t_1)}{2\sqrt2}.$$

So $t$ is a combination of bond amplitudes, not a single bond integral. The opposite valley is the time-reversed partner: it has the same masses with the spins exchanged.

**Q:** How does that coupling produce a mass?

**A:** Keep these two states, with edge energies $E_c$ and $E_v$ and gap $\Delta_s=E_c-E_v$ for spin $s$ (from here on, the subscript $s$ labels spin). The eigenvalues obey

$$(E-E_c)(E-E_v)=a^2t^2q^2.$$

Measured from midgap, $E_m=(E_c+E_v)/2$, the left side is $(E-E_m)^2-\Delta_s^2/4$. Thus

$$E=E_m\pm\sqrt{\frac{\Delta_s^2}{4}+a^2t^2q^2}.$$

For $atq\ll\Delta_s/2$, expanding the root gives

$$E=E_m\pm\left(\frac{\Delta_s}{2}+\frac{a^2t^2q^2}{\Delta_s}-\frac{a^4t^4q^4}{\Delta_s^3}+\dots\right).$$

Equating the quadratic term to $\hbar^2q^2/2m$, and counting the hole mass as positive,

$$m=\frac{\hbar^2\Delta_s}{2a^2t^2}.$$

The two states repel each other more strongly as $q$ grows. Strong repulsion means strong curvature, and strong curvature means a light carrier. A larger gap weakens the repulsion.

In the opposite limit, $atq\gg\Delta_s/2$, the two-band energy tends to $\pm atq$ and the carrier has a nearly constant speed $at/\hbar$. A single mass no longer describes it. This limit belongs to the two-band formula only. It needs $aq$ well above 0.5, where the coupling is no longer linear in $q$; along K–Γ and K–M the lattice bands below stay under about 0.8 of the speed $at/\hbar$.

**Q:** Then is the ratio $r=t/\Delta_s$ the whole explanation?

**A:** No. Substituting $\Delta_s=t/r$ into the mass gives

$$m=\frac{\hbar^2}{2a^2\,t\,r}.$$

The controlling energy is $tr=t^2/\Delta_s$. Suppose every energy in the crystal is multiplied by 1.2. The ratio $r$ does not change, but all band curvatures grow by 1.2, so the mass falls to $1/1.2=0.833$ of its old value. Two materials can share $r$ and have different masses.

The ratio becomes a useful guide when the gaps are nearly equal, because a larger $r$ then also means a larger $t$. At equal $a$,

$$\frac{m_W}{m_{Mo}}=\frac{t_{Mo}}{t_W}\,\frac{r_{Mo}}{r_W}.$$

**Q:** Can you put numbers into it for the two sulfides?

**A:** I use rough, typical lattice parameters at the level of semilocal density-functional bands, with $a=0.32$ nm for both. They are not measured values.

For MoS₂, $t_1=0.40$ eV and $t_2=0.51$ eV, so

$$t_{Mo}=1.061\,(0.883+0.40)=1.36\ \text{eV}.$$

For WS₂, $t_1=0.57$ eV and $t_2=0.54$ eV, so

$$t_W=1.061\,(0.935+0.57)=1.60\ \text{eV}.$$

The gaps without spin-orbit coupling are $\Delta=1.63$ and $1.75$ eV. Spin-orbit coupling splits the valence edge by $S=0.15$ eV in MoS₂ and $0.43$ eV in WS₂. Let spin A belong to the upper valence band and spin B to the lower. If the much smaller conduction splitting is omitted,

$$\Delta_A=\Delta-\frac S2,\qquad \Delta_B=\Delta+\frac S2.$$

This gives $\Delta_A=1.55$ eV for MoS₂ and $1.53$ eV for WS₂, which are almost equal. The ratios $r$ are 0.88 and 1.04.

The mass scale is $\hbar^2/(2m_0a^2)=0.0762/(2\times0.32^2)=0.372$ eV, where $m_0$ is the free-electron mass. With $t^2/\Delta_A=1.19$ and $1.66$ eV,

$$\frac{m_{Mo}}{m_0}=\frac{0.372}{1.19}=0.31,\qquad \frac{m_W}{m_0}=\frac{0.372}{1.66}=0.22.$$

The two-band mass ratio is 0.72. Its logarithm separates the causes:

$$\ln\frac{m_{Mo}}{m_W}=2\ln\frac{t_W}{t_{Mo}}-\ln\frac{\Delta_W}{\Delta_{Mo}}+L_{so}=0.319-0.073+0.084=0.330.$$

Here $L_{so}$ is the change due to replacing the bare gaps by $\Delta_A$. The larger coupling does most of the work. The larger bare gap of WS₂ opposes it, and spin-orbit coupling roughly cancels that opposition.

**Q:** Why should tungsten have the larger $t$?

**A:** Its valence $5d$ shell reaches further than the $4d$ shell of molybdenum. I tested this with Hartree–Fock orbitals of the free atoms, using effective core potentials and five $d$ electrons plus one $s$ electron in both metals. The root-mean-square $d$ radius is 0.112 nm for Mo and 0.122 nm for W.

Overlap between neighbours increases too. As a measure I take the square root of the summed squares of all orbital-pair overlaps:

- For two metal $d$ shells 0.32 nm apart, it rises from 0.123 to 0.158.
- For a metal $d$ shell and a sulfur $3p$ shell 0.24 nm apart, it rises from 0.268 to 0.302.

The sulfur path matters. A direct bond along $x$ between isolated metal atoms is symmetric under $y\to-y$. Since $d_{xy}$ is odd and $d_{z^2}$ is even under that reflection, $t_1$ would vanish. The chalcogens lie on one side of each metal-metal bond in the plan view, remove the symmetry and allow $t_1$. In the parameters above, the change in $t_1$ supplies $1.061\times0.17=0.18$ eV of the total increase of 0.24 eV in $t$. That split belongs to this nearest-neighbour fit. A fit with further neighbours can assign most of the increase to $t_2$ and to second-neighbour terms, so the split does not measure the weight of the sulfur path.

These numbers depend on the setting. A larger basis lowers the $d$–$3p$ overlaps by about 0.01, a semilocal functional raises the $d$–$d$ overlaps by about 0.02, and singly charged ions lower them by 0.02–0.03 and shrink the radii by about 0.006 nm. Tungsten stays larger in every case. Overlap is not a hopping energy, and atomic orbitals change in a crystal. The atomic calculation therefore supports the trend in $t$; it does not derive its size.

**Q:** The two-band model gives electrons and holes the same mass. Can I trust it?

**A:** Trust its trend more than its absolute masses. Within the three-orbital lattice model, whose fitted hoppings absorb all other bands, it leaves out two things: each orbital's own dispersion, and the remote band $|-\rangle$.

First take the dispersion. Hopping between like orbitals adds a bond sum $B$ to the energy at K. Within a triad the phases are equal, $\sum\mathbf q\cdot\mathbf R=0$ and $\sum(\mathbf q\cdot\mathbf R)^2=3a^2q^2/2$, an average of $a^2q^2/2$ per bond. Since $e^{i\mathbf q\cdot\mathbf R}$ has the quadratic term $-(\mathbf q\cdot\mathbf R)^2/2$, the energy changes by $-Ba^2q^2/4$.

For $d_{z^2}$, with hopping $t_0$, the six phases sum to $6\cos120^\circ=-3$. Thus $B=-3t_0$, and the curvature contribution is $+3t_0/4$.

For $|+\rangle$, let $t_{11}$ and $t_{22}$ be the $x$-bond hoppings within $d_{xy}$ and within $d_{x^2-y^2}$. Let $t_{12}=\langle d_{xy}|H|d_{x^2-y^2}\rangle$ on the same bond; the element with the two orbitals exchanged is $-t_{12}$. With $u=(t_{11}+t_{22})/2$, the bond amplitude is $u-ist_{12}$, where $s$ is again the triad sign, and

$$B=3\sum_{s=\pm1}(u-ist_{12})e^{-2\pi is/3}=-3(u+\sqrt3\,t_{12}).$$

Its contribution to the valence energy is therefore $+\tfrac34(u+\sqrt3t_{12})a^2q^2$. This bends the band upward and reduces the hole curvature.

**Q:** And the remote band?

**A:** For $|-\rangle$ the conduction bond amplitude is $e^{-2i\theta}(t_2-ist_1)/\sqrt2$. Now the $q_+$ part survives. The sum in the earlier calculation becomes $-i\sqrt3t_2+it_1$, so the coupling is $at_rq_+$ with

$$t_r=\frac{3(\sqrt3t_2-t_1)}{2\sqrt2}.$$

Between $|+\rangle$ and $|-\rangle$ the bond amplitude is $e^{-4i\theta}(t_{22}-t_{11})/2$. Its sum vanishes at K. In the linear term, $e^{-4i\theta}e^{i\theta}$ sums to $3s$, while the other part vanishes. Since $\sum_s s e^{-2\pi is/3}=-i\sqrt3$, the coupling has magnitude $at_wq$, with

$$t_w=\frac{3\sqrt3}{4}|t_{22}-t_{11}|.$$

Second-order level repulsion contributes coupling squared divided by energy separation. The remote band lies above both edges, by $\Delta_r$ from conduction and $\Delta_w$ from valence, so it pushes both down. That flattens the electron band and sharpens the hole band. In units of $a^2q^2$, the positive edge curvatures are

$$C_c=\frac{t^2}{\Delta_s}-\frac{t_r^2}{\Delta_r}+\frac{3t_0}{4},$$

$$C_v=\frac{t^2}{\Delta_s}+\frac{t_w^2}{\Delta_w}-\frac34(u+\sqrt3t_{12}),$$

and $m=\hbar^2/(2a^2C)$. The remaining inputs, in eV for MoS₂ and WS₂, are $t_0=-0.18,\,-0.21$; $t_{11}=0.22,\,0.29$; $t_{22}=0.06,\,-0.06$; $t_{12}=0.34,\,0.38$; and, for spin A, $\Delta_r=1.83,\,1.98$ and $\Delta_w=3.38,\,3.52$. For spin A, in eV,

$$\begin{aligned}
\text{MoS}_2:\quad C_c&=1.194-0.143-0.135=0.916,\\
C_v&=1.194+0.013-0.547=0.660,\\
\text{WS}_2:\quad C_c&=1.661-0.076-0.158=1.428,\\
C_v&=1.661+0.059-0.580=1.140.
\end{aligned}$$

The last digits follow the unrounded inputs. Hole masses become $0.56\,m_0$ and $0.33\,m_0$; electron masses become $0.41\,m_0$ and $0.26\,m_0$. Curvatures from direct diagonalization of the three-orbital lattice matrix at $aq=0.003$ agree with these formulas within 0.1%.

The corrections are large, especially for holes. But the like-orbital terms, $-0.547$ and $-0.580$ eV for holes, differ little between the metals. Subtracting nearly the same amount from a small and a large curvature increases their ratio, so the tungsten advantage grows. The division into $t$ and like-orbital terms depends on the fit: with further neighbours $t$ is larger and the like-orbital terms can be about twice as large and less equal. The hole masses shift by up to about $0.1\,m_0$ between fits, while their ratio stays near 0.6.

**Q:** Could one of those other parameters be the real cause?

**A:** Substitution answers that within the lattice model. Keep every MoS₂ parameter except $t_1$ and $t_2$, and give those two their WS₂ values. The hole mass drops from 0.56 to $0.34\,m_0$, and the spin-A electron mass from 0.41 to $0.26\,m_0$. On a logarithmic scale this is 95% of the full change for holes and nearly all of it for electrons. Moving the inputs within their rounding spreads both shares over roughly 80–115%, so read them as "most of the change". The electrons benefit twice: $t$ rises, and $t_r$ falls from 0.51 to 0.39 eV.

Changing only the valence splitting to the WS₂ value gives 0.48 and $0.36\,m_0$. Spin-orbit coupling helps, but less: 30% of the logarithmic change for holes and 25% for electrons. The remaining parameters are not negligible one by one. For holes, swapping $t_{11}$ and $t_{22}$ gives about $+30\%$ and swapping $t_{12}$ about $-65\%$. Swapped together with $t_0$ and the onsite energies, they give about $-23\%$ for both carriers, so jointly they oppose the trend. The separate shares need not add to 100%, because the other parameters also differ and because the effects on the logarithm of the mass are not additive.

**Q:** Are the lowest electrons in WS₂ really spin A?

**A:** Relativistic band calculations usually place spin B lowest in the tungsten conduction band at K, and spin A lowest in MoS₂. The omitted conduction splitting decides this order, so the present model cannot predict it.

Spin B couples to the lower valence band across the larger gap $\Delta_B=1.96$ eV in WS₂. Its two-band mass is $0.29\,m_0$, against $0.31\,m_0$ for spin A in MoS₂. In the full lattice model the values are 0.35 and $0.41\,m_0$. The lowest tungsten electron is still lighter, but by about 15% (10–18% depending on the fit), not the 36% found when spin A is compared in both materials. Spin-orbit coupling therefore helps the top-valence holes and works against these electrons. At 300 K both spin bands are occupied, because typical conduction splittings are only about 3 meV in MoS₂ and 30 meV in WS₂. With those values, the dilute conductivity mass of WS₂ electrons at K is about 0.76 of the MoS₂ value, against 0.70 without spin-orbit coupling.

**Q:** How close is this to an actual transistor channel?

**A:** The lattice hole masses, roughly one half and one third of $m_0$, are typical of semilocal band calculations. The two-band value of $0.31\,m_0$ for MoS₂ holes is far too light by that standard, because it uses the bond-derived $t$ without the like-orbital terms. One can instead fit an effective coupling $\sqrt{\Delta_AC}$. For MoS₂ this is about 1.0 eV from the hole curvature and 1.2 eV from the electron curvature; one $t$ cannot reproduce both.

Gated channels also populate states away from the edge. For a hole density $n=10^{13}$ cm⁻² at zero temperature, with two valleys and one spin in each, $n=2\pi k_F^2/(2\pi)^2$. Thus $k_F=\sqrt{2\pi n}=0.79$ nm⁻¹. The mean hole energy there is below the parabolic value by 5% in MoS₂ and 7% in WS₂. The mass at that wavevector, $\hbar^2k/(dE/dk)$, changes about twice as much: it is 11% and 14% above the edge mass. Trigonal warping, measured as half the energy spread around the circle divided by its mean, is 1% and 3% in this nearest-neighbour fit; a fit with further neighbours gives about 7% and 6%. Neither effect removes the mass difference: the hole mass ratio at $k_F$ stays near 0.6.

At 300 K the thermal energy is 0.026 eV, or 17% of the valence splitting in MoS₂ and 6% in WS₂, so the upper valence band dominates at K in dilute conditions. Strain, dielectric surroundings and competing valleys are not included. In MoS₂ the valence maximum at Γ lies close in energy to the one at K. In the lattice model it is 0.07 eV lower and holds about a quarter of the holes at 300 K and $n=10^{13}$ cm⁻². Holes at Γ are not described by this argument. A lighter mass also does not fix the mobility, which depends on scattering.

**Q:** Semilocal calculations underestimate the quasiparticle gap. Should I insert the larger gap into the mass formula?

**A:** Not while keeping the old $t$. A rigid upward shift of the conduction band changes the gap but leaves every band curvature unchanged. The formula with fixed $t$ would wrongly predict a heavier carrier. To represent that shift in the two-band model, $t$ must be refitted so that $t^2/\Delta_s$ stays fixed. This reproduces the curvature only. The rigid shift keeps the wavefunctions, whose mixing scales as $t/\Delta_s$, so the refitted model understates that mixing. A true quasiparticle correction may also change the curvature, and that requires its own calculation.

**Q:** May I apply the conclusion to selenides and tellurides?

**A:** Yes, under a condition. In the two-band model, the tungsten carrier is lighter if

$$\frac{a_W^2t_W^2}{\Delta_{s,W}}>\frac{a_{Mo}^2t_{Mo}^2}{\Delta_{s,Mo}},$$

with the relevant spin used on each side. The larger reach of the tungsten $d$ shell favours this inequality, but the numbers here establish it for the sulfide parameters alone. For spin-B tungsten electrons against spin-A molybdenum electrons the margin is thin: about 8% in the sulfides and, with typical parameters, about 5% in the selenides and under 1% in the tellurides. There the like-orbital and remote-band terms decide the order and must be included. The crystal must also have the trigonal-prismatic structure with band edges at K; a distorted phase needs a different model. The program prints the remaining intermediate values.

## Calculated quantities

```
Pairs are MoS2, WS2 unless labelled; m0 = free-electron mass
lattice constant (both) 0.32 nm; hbar^2/m0 0.07620 eV nm^2
input e0: 1.00, 1.10 eV
input e2: 2.10, 2.30 eV
input t0: -0.18, -0.21 eV
input t1: 0.40, 0.57 eV
input t2: 0.51, 0.54 eV
input t11: 0.22, 0.29 eV
input t12: 0.34, 0.38 eV
input t22: 0.06, -0.06 eV
input split: 0.15, 0.43 eV
coupling t: 1.361, 1.597 eV
bare gap: 1.627, 1.750 eV
gap, spin A: 1.552, 1.535 eV
gap, spin B: 1.702, 1.965 eV
r = t/gap, spin A: 0.877, 1.040 (no unit)
t*r = t^2/gap, spin A: 1.194, 1.661 eV
t*r = t^2/gap, spin B: 1.089, 1.298 eV
two-band mass, spin A: 0.312, 0.224 m0
two-band mass, spin B: 0.342, 0.287 m0
two-band mass ratio W/Mo, spin A: 0.719
ln(mMo/mW) parts: hopping 0.319, bare gap -0.073, spin-orbit 0.084
remote coupling t_r: 0.513, 0.387 eV
remote coupling t_w: 0.208, 0.455 eV
remote gap from conduction, spin A: 1.832, 1.985 eV
remote gap from valence, spin A: 3.383, 3.519 eV
C_c remote term, spin A: -0.143, -0.076 eV
C_c diagonal term, spin A: -0.135, -0.158 eV
C_c total, spin A: 0.916, 1.428 eV
C_v remote term, spin A: 0.013, 0.059 eV
C_v diagonal term, spin A: -0.547, -0.580 eV
C_v total, spin A: 0.660, 1.140 eV
lattice hole mass, spin A: 0.564, 0.326 m0
lattice electron mass, spin A: 0.406, 0.261 m0
lattice electron mass, spin B: 0.453, 0.345 m0
Mo lattice + W t1,t2: hole, electron A: 0.336, 0.261 m0
Mo lattice + W split: hole, electron A: 0.477, 0.364 m0
log share of t1,t2 swap: hole, electron A: 0.949, 0.997 (no unit)
all Mo energies x1.2: r unchanged, hole mass ratio 0.833
free-atom d rms radius (Mo, W): 0.1115, 0.1219 nm
d-d overlap norm at 0.32 nm (Mo, W): 0.1227, 0.1576 (no unit)
d-S3p overlap norm at 0.24 nm (Mo, W): 0.2681, 0.3022 (no unit)
hole density 1.0e+13 cm^-2; Fermi wavevector 0.793 nm^-1
mean hole energy at Fermi wavevector: 0.0403, 0.0685 eV
its ratio to the parabola: 0.948, 0.934 (no unit)
trigonal warping, half spread/mean: 0.014, 0.031 (no unit)
thermal energy at 300 K: 0.0259 eV
thermal energy / valence splitting: 0.172, 0.060 (no unit)
```
